# The carrier ratio that maximises interface recombination at fixed np product: a program that tests the result

```python
"""
Surface recombination through interface traps at fixed carrier product n*p.
Result under test: |U| is largest when c_n*n = c_p*p, so n/p = c_p/c_n,
where c_n = sigma_n*v_n and c_p = sigma_p*v_p are capture coefficients.
n, p   : electron and hole densities at the interface (cm^-3)
n1, p1 : densities that express thermal emission from the trap (cm^-3)
u      : half the logarithm of n/p, i.e. surface potential in units of kT/q
N      : areal trap density (cm^-2);  U : net recombination rate (cm^-2 s^-1)
The reference rate is found by solving the trap occupancy balance numerically.
"""
import numpy as np
from scipy.constants import k, e
from scipy.optimize import minimize_scalar, brentq


def trap_balance(n, p, c_n, c_p, n1, p1, N):
    """Return net electron rate, net hole rate and filled trap fraction."""
    filling = c_n * n + c_p * p1
    emptying = c_n * n1 + c_p * p
    total = filling + emptying
    matrix = np.array([[filling / total, -emptying / total], [1.0, 1.0]])
    empty, filled = np.linalg.solve(matrix, np.array([0.0, 1.0]))
    electron_rate = N * c_n * (n * empty - n1 * filled)
    hole_rate = N * c_p * (p * filled - p1 * empty)
    return electron_rate, hole_rate, filled


def rate_at(u, root_np, c_n, c_p, level, ni, N):
    """Net rate at fixed product; level is trap energy in kT from intrinsic."""
    return trap_balance(root_np * np.exp(u), root_np * np.exp(-u), c_n, c_p,
                        ni * np.exp(level), ni * np.exp(-level), N)[0]


def find_peak(function):
    """Position of the largest magnitude of a function of u."""
    scale = abs(function(0.0))
    result = minimize_scalar(lambda u: -abs(function(u)) / scale,
                             bounds=(-12, 12), method="bounded",
                             options={"xatol": 1e-9, "maxiter": 300})
    assert result.success
    return result.x


# Model parameters
T = 300.0
ni = 1e10
N = 1e10
sigma_n, sigma_p = 5e-15, 1e-16
v_n, v_p = 2e7, 1e7
trap_eV, splitting_eV = 0.1, 0.5
kT = k * T / e
c_n, c_p = sigma_n * v_n, sigma_p * v_p
S_n, S_p = N * c_n, N * c_p
level = trap_eV / kT
n1, p1 = ni * np.exp(level), ni * np.exp(-level)
root_np = ni * np.exp(splitting_eV / (2 * kT))

# Equilibrium: occupancy must be the Fermi function and net rates must vanish
for fermi in (-6.0, -1.0, 0.5, 7.0):
    for lev in (-4.0, 0.0, 3.0):
        n0, p0 = ni * np.exp(fermi), ni * np.exp(-fermi)
        re, rh, f0 = trap_balance(n0, p0, c_n, c_p, ni * np.exp(lev),
                                  ni * np.exp(-lev), N)
        fermi_function = 1 / (1 + np.exp(lev - fermi))
        assert abs(f0 - fermi_function) < 1e-12
        assert abs(re) < 1e-9 * N * c_n * (n0 + ni * np.exp(lev))
        assert abs(rh) < 1e-9 * N * c_p * (p0 + ni * np.exp(-lev))

# Closed rate and occupancy formulas, and the optimum, for varied parameters
rng = np.random.default_rng(4)
largest_error = 0.0
for trial in range(40):
    a_n, a_p = 10 ** rng.uniform(-9, -7, 2)
    lev = rng.uniform(-5, 5)
    root = ni * np.exp(rng.uniform(4, 11))
    u = rng.uniform(-2, 2)
    n, p = root * np.exp(u), root * np.exp(-u)
    m1, q1 = ni * np.exp(lev), ni * np.exp(-lev)
    re, rh, f = trap_balance(n, p, a_n, a_p, m1, q1, N)
    closed = (n * p - ni**2) / ((n + m1) / (N * a_p) + (p + q1) / (N * a_n))
    f_closed = (a_n * n + a_p * q1) / (a_n * (n + m1) + a_p * (p + q1))
    assert abs(re / closed - 1) < 1e-8 and abs(rh / closed - 1) < 1e-8
    assert abs(f - f_closed) < 1e-12
    peak = find_peak(lambda x: rate_at(x, root, a_n, a_p, lev, ni, N))
    largest_error = max(largest_error, abs(peak - 0.5 * np.log(a_p / a_n)))
# A numerical maximum is located only to about the root of rounding error
assert largest_error < 1e-4

# Worked example: numerical peak against the derived position and height
u_star = 0.5 * np.log(c_p / c_n)


def example_rate(u):
    return rate_at(u, root_np, c_n, c_p, level, ni, N)


u_peak = find_peak(example_rate)
U_peak = example_rate(u_peak)
A = 2 * root_np / np.sqrt(S_n * S_p)
B = n1 / S_p + p1 / S_n
assert abs(u_peak - u_star) < 1e-5
assert abs(U_peak / ((root_np**2 - ni**2) / (A + B)) - 1) < 1e-9
n_peak, p_peak = root_np * np.exp(u_star), root_np * np.exp(-u_star)
f_peak = trap_balance(n_peak, p_peak, c_n, c_p, n1, p1, N)[2]
f_equal = trap_balance(root_np, root_np, c_n, c_p, n1, p1, N)[2]
assert abs(f_peak - 0.5) < 0.02 and f_equal > 0.98

# Loss at n = p and at the guess based on cross sections alone
U_equal = example_rate(0.0)
loss_ratio = U_equal / U_peak
assert abs(loss_ratio - (A + B) / (A * np.cosh(u_star) + B)) < 1e-9
r = c_n / c_p
limit_ratio = 2 * np.sqrt(r) / (1 + r)
weak_emission = (rate_at(0.0, 1e6 * root_np, c_n, c_p, level, ni, N)
                 / rate_at(u_star, 1e6 * root_np, c_n, c_p, level, ni, N))
assert abs(weak_emission - limit_ratio) < 1e-6
u_guess = 0.5 * np.log(sigma_p / sigma_n)
guess_ratio = example_rate(u_guess) / U_peak
assert guess_ratio < 0.99

# Half-maximum points on both sides
right = brentq(lambda u: example_rate(u) - U_peak / 2, u_star, u_star + 8)
left = brentq(lambda u: example_rate(u) - U_peak / 2, u_star - 8, u_star)
half_width = np.arccosh(2 + B / A)
assert abs(right - u_star - half_width) < 1e-7
assert abs(u_star - left - half_width) < 1e-7

# Trap energy changes the height, not the position
other_level = -0.2 / kT
other_peak = find_peak(
    lambda u: rate_at(u, root_np, c_n, c_p, other_level, ni, N))
assert abs(other_peak - u_star) < 1e-4
deep_level = 0.25 / kT
deep_peak = find_peak(
    lambda u: rate_at(u, root_np, c_n, c_p, deep_level, ni, N))
deep_height = rate_at(u_star, root_np, c_n, c_p, deep_level, ni, N)
assert abs(deep_peak - u_star) < 1e-4 and deep_height < 0.5 * U_peak

# Product below equilibrium: net generation, same position
gen_peak = find_peak(lambda u: rate_at(u, 0.1 * ni, c_n, c_p, 0.0, ni, N))
assert rate_at(gen_peak, 0.1 * ni, c_n, c_p, 0.0, ni, N) < 0
assert abs(gen_peak - u_star) < 1e-4

# Unequal cross sections, but equal products with velocity: peak at n = p
same_peak = find_peak(lambda u: rate_at(u, root_np, 1e-15 * 2e7,
                                       2e-15 * 1e7, level, ni, N))
assert abs(same_peak) < 1e-5

# Distributed levels: constant and energy-dependent coefficient ratios
levels = np.linspace(-12, 12, 61)
weights = 1 + (levels / 8) ** 2
shape = np.exp(-(levels / 6) ** 2)


def distributed_rate(u, electron_coefficients, hole_coefficients):
    values = [w * rate_at(u, root_np, a, b, lev, ni, N)
              for w, a, b, lev in zip(weights, electron_coefficients,
                                     hole_coefficients, levels)]
    return np.trapezoid(values, levels) if hasattr(np, "trapezoid") \
        else np.trapz(values, levels)


constant_peak = find_peak(
    lambda u: distributed_rate(u, c_n * shape, c_p * shape))
assert abs(constant_peak - u_star) < 1e-4
log_ratio = np.linspace(2, 5, levels.size)
varying_peak = find_peak(lambda u: distributed_rate(
    u, c_p * np.exp(log_ratio), c_p * np.ones(levels.size)))
lowest, highest = -0.5 * log_ratio.max(), -0.5 * log_ratio.min()
assert lowest < varying_peak < highest

# Fixed sum n + p has another optimum; midgap trap keeps emission small
carrier_sum = 2 * root_np
sum_peak = find_peak(lambda u: trap_balance(
    carrier_sum / (1 + np.exp(-2 * u)), carrier_sum / (1 + np.exp(2 * u)),
    c_n, c_p, ni, ni, N)[0])
sum_ratio = np.exp(2 * sum_peak)
# Residual emission shifts this limiting ratio by less than a part in 500
assert abs(sum_ratio / np.sqrt(c_p / c_n) - 1) < 2e-3

print(f"temperature: {T:.0f} K; kT: {kT:.6f} eV")
print(f"intrinsic density: {ni:.1e} cm^-3")
print(f"trap density N: {N:.1e} cm^-2")
print(f"sigma_n, sigma_p: {sigma_n:.1e}, {sigma_p:.1e} cm^2")
print(f"v_n, v_p: {v_n:.1e}, {v_p:.1e} cm/s")
print(f"trap above intrinsic level: {trap_eV:.2f} eV")
print(f"quasi-Fermi splitting: {splitting_eV:.2f} eV")
print(f"c_n, c_p: {c_n:.3e}, {c_p:.3e} cm^3/s")
print(f"S_n, S_p: {S_n:.1f}, {S_p:.1f} cm/s")
print(f"n1, p1: {n1:.4e}, {p1:.4e} cm^-3")
print(f"sqrt(np): {root_np:.4e} cm^-3")
print(f"product np: {root_np**2:.4e} cm^-6")
print(f"A, B: {A:.4e}, {B:.4e} s cm^-4")
print(f"u at peak, formula: {u_star:.5f}; numerical: {u_peak:.5f}")
print(f"n/p at peak, formula: {c_p/c_n:.5f}; "
      f"numerical: {np.exp(2*u_peak):.5f}")
print(f"n, p at peak: {n_peak:.4e}, {p_peak:.4e} cm^-3")
print(f"potential shift from n=p to peak: {1000*kT*u_star:.2f} mV")
print(f"peak rate: {U_peak:.4e} cm^-2 s^-1")
print(f"rate at n=p: {U_equal:.4e} cm^-2 s^-1")
print(f"rate at n=p / peak rate: {loss_ratio:.4f}")
print(f"same ratio, weak-emission limit: {limit_ratio:.4f}")
print(f"filled fraction at peak: {f_peak:.4f}; at n=p: {f_equal:.4f}")
print(f"cross-section-only guess n/p: {sigma_p/sigma_n:.4f}")
print(f"rate at that guess / peak rate: {guess_ratio:.4f}")
print(f"half-width w: {half_width:.4f} (kT/q), {1000*kT*half_width:.2f} mV")
print(f"trap at 0.25 eV: peak u {deep_peak:.5f}, "
      f"rate {deep_height:.4e} cm^-2 s^-1")
print(f"generation case, sqrt(np)=0.1 ni: peak u {gen_peak:.5f}")
print(f"sigma_p = 2 sigma_n, v_n = 2 v_p: peak |u| {abs(same_peak):.5f}")
print(f"distributed levels, constant ratio: peak u {constant_peak:.5f}")
print(f"varying ratio: individual optima {lowest:.2f} to {highest:.2f}, "
      f"total peak u {varying_peak:.4f}")
print(f"fixed n+p, midgap trap: n/p at peak {sum_ratio:.5f}")
print(f"largest error of peak u in 40 random cases: {largest_error:.1e}")
print("verified")
```

Printed output:

```
temperature: 300 K; kT: 0.025852 eV
intrinsic density: 1.0e+10 cm^-3
trap density N: 1.0e+10 cm^-2
sigma_n, sigma_p: 5.0e-15, 1.0e-16 cm^2
v_n, v_p: 2.0e+07, 1.0e+07 cm/s
trap above intrinsic level: 0.10 eV
quasi-Fermi splitting: 0.50 eV
c_n, c_p: 1.000e-07, 1.000e-09 cm^3/s
S_n, S_p: 1000.0, 10.0 cm/s
n1, p1: 4.7855e+11, 2.0897e+08 cm^-3
sqrt(np): 1.5842e+14 cm^-3
product np: 2.5097e+28 cm^-6
A, B: 3.1684e+12, 4.7855e+10 s cm^-4
u at peak, formula: -2.30259; numerical: -2.30259
n/p at peak, formula: 0.01000; numerical: 0.01000
n, p at peak: 1.5842e+13, 1.5842e+15 cm^-3
potential shift from n=p to peak: -59.53 mV
peak rate: 7.8032e+15 cm^-2 s^-1
rate at n=p: 1.5639e+15 cm^-2 s^-1
rate at n=p / peak rate: 0.2004
same ratio, weak-emission limit: 0.1980
filled fraction at peak: 0.4926; at n=p: 0.9871
cross-section-only guess n/p: 0.0200
rate at that guess / peak rate: 0.9436
half-width w: 1.3256 (kT/q), 34.27 mV
trap at 0.25 eV: peak u -2.30259, rate 1.3202e+15 cm^-2 s^-1
generation case, sqrt(np)=0.1 ni: peak u -2.30259
sigma_p = 2 sigma_n, v_n = 2 v_p: peak |u| 0.00000
distributed levels, constant ratio: peak u -2.30259
varying ratio: individual optima -2.50 to -1.00, total peak u -1.7392
fixed n+p, midgap trap: n/p at peak 0.10016
largest error of peak u in 40 random cases: 3.4e-08
verified
```
